# Plasma frequency of the relativistic electron gas without pairs

**Q.** You want the long-wavelength plasma oscillation of an electron gas dense enough for the Fermi momentum to be comparable with \(mc\). Which Hamiltonian do you use? "Relativistic electron gas" can mean several things.

**A.** I use the no-pair Dirac–Coulomb Hamiltonian: electrons occupy positive-energy Dirac states and interact by the instantaneous Coulomb force, and every operator is projected onto those states. The gas is uniform, unpolarized, at zero temperature, on a rigid neutralizing background. The background cancels the mean potential, so free-particle projectors are the natural choice.

In Hartree atomic units (\(\hbar=m=e=1\), \(c=1/\alpha\approx137\)), the Dirac matrix for wave vector \(\mathbf k\) and its positive eigenvalue are

\[
h(\mathbf k)=c\,\boldsymbol\alpha\cdot\mathbf k+Bc^2,\qquad E_k=c\sqrt{k^2+c^2}.
\]

Here \(B\) is the Dirac mass matrix; I keep \(\beta=k_F/c\) for the relativity parameter and write \(\eta=\sqrt{1+\beta^2}\). Thus \(E_F=c^2\eta\), rest energy included, and \(n=k_F^3/(3\pi^2)\).

**Q.** You have dropped the transverse photons. Does a moving charge density not generate them?

**A.** Not in this mode, within the random-phase approximation (RPA). In Coulomb gauge the transverse field is driven by the current perpendicular to \(\mathbf q\). A density wave along \(\mathbf q\) in an isotropic, unpolarized gas leaves no preferred perpendicular direction, so its induced current lies along \(\mathbf q\). Photon exchange inside correlation diagrams is a different matter, and is omitted.

**Q.** Then derive the response. I do not want the nonrelativistic formula with a new energy inserted.

**A.** Apply a potential energy \(\phi\,e^{i(\mathbf q\cdot\mathbf r-\omega t)}\). It connects spinor \(u_{\mathbf k s}\) to \(u_{\mathbf k+\mathbf q,s'}\) with matrix element \(\phi M\), where \(M=\langle u_{\mathbf k+\mathbf q,s'}|u_{\mathbf ks}\rangle\). Let \(f_k\) be the occupation and \(\Delta=E_{\mathbf k+\mathbf q}-E_{\mathbf k}\). To first order, the equation of motion of the density-matrix element \(\rho\) between these states is

\[
\omega\rho=\Delta\,\rho+\phi M\,(f_{\mathbf k}-f_{\mathbf k+\mathbf q})
\quad\Rightarrow\quad
\rho=\frac{\phi M(f_{\mathbf k}-f_{\mathbf k+\mathbf q})}{\omega-\Delta}.
\]

The density amplitude is the sum of \(M^*\rho\). Define the spin-averaged overlap \(F=\tfrac12\sum_{ss'}|M|^2\). Dividing by \(\phi\) gives

\[
\chi_0(q,\omega)=2\int\!\frac{d^3k}{(2\pi)^3}\,
\frac{F\,(f_{\mathbf k}-f_{\mathbf k+\mathbf q})}{\omega-\Delta}.
\]

The overlap follows from the projector \(P(\mathbf k)=\tfrac12[1+h(\mathbf k)/E_k]\). With \(\mathbf k'=\mathbf k+\mathbf q\),

\[
F=\tfrac12\mathrm{Tr}\,P(\mathbf k)P(\mathbf k')
=\tfrac18\left[4+\frac{\mathrm{Tr}\,h(\mathbf k)h(\mathbf k')}{E_kE_{k'}}\right]
=\tfrac12\left[1+\frac{c^2\mathbf k\cdot\mathbf k'+c^4}{E_kE_{k'}}\right].
\]

The terms linear in \(h\) are traceless, and the mixed products of \(\boldsymbol\alpha\) and \(B\) have no trace.

**Q.** How does this response determine an oscillation frequency?

**A.** In the RPA each electron responds to the total potential energy, external plus the Coulomb potential of the induced density:

\[
\phi_{\rm tot}=\phi_{\rm ext}+\frac{4\pi}{q^2}\chi_0\phi_{\rm tot}
\quad\Rightarrow\quad
\phi_{\rm ext}=\varepsilon\,\phi_{\rm tot},\qquad
\varepsilon=1-\frac{4\pi}{q^2}\chi_0 .
\]

A free oscillation needs no external potential, so \(\varepsilon=0\).

**Q.** At small \(q\) your numerator is a thin shell at the Fermi surface. How do you expand it safely?

**A.** I first move all the weight onto occupied states. In the term with \(f_{\mathbf k+\mathbf q}\), substitute \(\mathbf k=-\mathbf p-\mathbf q\). Then \(f_{\mathbf k+\mathbf q}=f_{\mathbf p}\), the two energies exchange roles, and \(\Delta\) becomes \(-\Delta\). The overlap is unchanged, because it is symmetric in its two arguments and under reversal of both. Renaming \(\mathbf p\) as \(\mathbf k\),

\[
\chi_0=2\int\!\frac{d^3k}{(2\pi)^3}f_{\mathbf k}F
\left[\frac1{\omega-\Delta}-\frac1{\omega+\Delta}\right]
=2\int\!\frac{d^3k}{(2\pi)^3}f_{\mathbf k}F\,\frac{2\Delta}{\omega^2-\Delta^2}.
\]

Now let \(q\to0\) at fixed \(\omega\), so that \(qv_F\ll\omega\). With \(\mathbf v=\nabla_kE=c^2\mathbf k/E_k\),

\[
\frac{2\Delta}{\omega^2-\Delta^2}=\frac{2\Delta}{\omega^2}+\frac{2\Delta^3}{\omega^4}+\cdots,
\qquad
\Delta=\mathbf q\cdot\mathbf v+\tfrac12q_iq_j\partial_i\partial_jE+\cdots .
\]

The term \(\mathbf q\cdot\mathbf v\) is odd in \(\mathbf k\) and integrates to zero. The first survivor is of order \(q^2\).

**Q.** The overlap differs from one at order \(q^2\) too. Why does it not change the coefficient?

**A.** Because it multiplies \(\Delta\), which is already small. To see the deficit, set \(x=c^2\mathbf k\cdot\mathbf q/E_k^2\) and \(y=c^2q^2/E_k^2\). The numerator in \(F\) is \(E_k^2(1+x)\), and \(E_{k'}^2=E_k^2(1+2x+y)\). To second order in \(q\),

\[
\frac{1+x}{\sqrt{1+2x+y}}
=(1+x)\left(1-x-\tfrac y2+\tfrac32x^2\right)
=1-\tfrac y2+\tfrac{x^2}2 .
\]

Hence, with \(\mu\) the cosine of the angle between \(\mathbf k\) and \(\mathbf q\),

\[
1-F=\tfrac14(y-x^2)
=\frac{c^2q^2}{4E_k^2}\left(1-\frac{v^2\mu^2}{c^2}\right).
\]

Its product with \(\mathbf q\cdot\mathbf v\) is cubic in \(q\) and odd in \(\mathbf k\), so it vanishes on integration. The overlap first affects \(\chi_0\) at order \(q^4\).

**Q.** Then the leading coefficient is an average inverse mass. An electron of energy \(\gamma c^2\) has relativistic mass \(\gamma\). Should I average \(1/\gamma\)?

**A.** No. Inertia depends on the direction of the force relative to the velocity. Differentiating the velocity gives

\[
\partial_jv_i=\frac{c^2\delta_{ij}}{E}-\frac{c^2k_i}{E^2}\,v_j
=\frac{c^2\delta_{ij}-v_iv_j}{E}.
\]

For a force perpendicular to the velocity this is \(1/\gamma\). For a parallel force it is \((1-v^2/c^2)/\gamma=1/\gamma^3\). Two directions are perpendicular and one is parallel, so the angular average is

\[
\frac{2}{3\gamma}+\frac{1}{3\gamma^3}.
\]

The sum over the Fermi sphere is simplest by the divergence theorem. Isotropy replaces \(\partial_z^2E\) by \(\tfrac13\nabla_k\cdot\mathbf v\), and therefore

\[
2\int\!\frac{d^3k}{(2\pi)^3}f_{\mathbf k}\,\partial_z^2E
=\frac{2}{(2\pi)^3}\,\frac13\,4\pi k_F^2v_F
=\frac{k_F^2v_F}{3\pi^2}
=n\frac{v_F}{k_F}
=n\frac{c^2}{E_F}
=\frac n\eta .
\]

The slower electrons inside the sphere are included. Their contributions add up to a quantity fixed at the surface.

**Q.** So what is the plasma frequency, with the factors in place?

**A.** The quadratic part of \(\Delta\) carries a factor \(\tfrac12\), and \(2\Delta/\omega^2\) supplies a factor 2. They cancel:

\[
\chi_0\longrightarrow\frac{nq^2}{\eta\,\omega^2},
\qquad
\varepsilon\longrightarrow1-\frac{4\pi n}{\eta\,\omega^2},
\qquad
\boxed{\omega_p^2=\frac{4\pi n}{\eta}} .
\]

In Gaussian units this reads \(4\pi ne^2/(m\eta)\). At equal density the squared frequency is \(1/\eta\) times its nonrelativistic value, while the frequency itself is multiplied by \(\eta^{-1/2}\).

For \(\beta\ll1\) the factor \(1/\eta\) in the squared frequency is \(1-\beta^2/2\) to leading order, and the usual result returns. For \(\beta\gg1\), \(\eta\approx k_F/c\), so

\[
\omega_p^2\approx4\pi\,\frac{k_F^3}{3\pi^2}\,\frac c{k_F}
=\frac{4c\,k_F^2}{3\pi}.
\]

The frequency then grows as \(n^{1/3}\) instead of \(n^{1/2}\): compression adds electrons but also makes them harder to accelerate.

**Q.** Give me a case where the correction is not small.

**A.** Take a model gas with \(\beta=1\). Then \(k_F=137.036\) bohr\(^{-1}\) and

\[
n=\frac{(137.036)^3}{3\pi^2}=8.691\times10^4\ \text{bohr}^{-3},
\qquad \eta=\sqrt2=1.4142 .
\]

The density parameter, the radius of a sphere holding one electron, is \(r_s=0.0140\) bohr. The nonrelativistic squared frequency is \(4\pi n=1.0922\times10^6\) hartree\(^2\), and

\[
\omega_p^2=\frac{1.0922\times10^6}{1.4142}
=7.723\times10^5\ \text{hartree}^2,
\qquad \omega_p=878.8\ \text{hartree}.
\]

This is 23.9 keV. Without the factor one would find 1045.1 hartree. The squared frequency falls by 29 percent and the frequency by 16 percent.

The inverse masses settle your earlier question. The mean of \(1/\gamma\) alone is 0.799, whereas the full directional average is 0.7071, which is \(1/\eta\). Finite differences of the Dirac eigenvalues give 0.70710.

**Q.** Those numbers could share an error with your expansion. Is there a check that does not use it?

**A.** Yes. The original response, with its occupied initial and final states, was integrated using spinors from diagonalized \(4\times4\) Dirac matrices. The zero of \(\varepsilon\) was found at \(q=0.3628\) bohr\(^{-1}\) and at half that value. The squared zeros, divided by \(4\pi n/\eta\), are 1.000959 and 1.000240. The deviations have the ratio 4.0006, as a correction proportional to \(q^2\) requires. Removing that correction by extrapolation gives 0.99999996.

Repeating the calculation with \(F=1\) gives the same limit to the printed digits, which tests the claim about the overlap. For \(\beta\) from 0.1 to 5, the computed ratio of \(\omega_p^2\) to \(4\pi n\) falls from 0.995 to 0.196 and follows \(1/\eta\) to about one unit in the seventh decimal place. The numerical output below lists the values.

**Q.** You took \(q\to0\) at fixed frequency. What if \(qv_F\) is not small compared with \(\omega\)?

**A.** Then the higher powers of \(\Delta/\omega\) matter. If \(q\) is still small compared with \(k_F\) and \(c\), and \(\omega\) is not too close to \(qv_F\), quantum recoil and the overlap deficit can be neglected, and the shell form is convenient. There \(\Delta\approx qv_F\mu\) and \(f_{\mathbf k}-f_{\mathbf k+\mathbf q}\approx q\mu\,\delta(k-k_F)\). With \(s=qv_F/\omega\),

\[
\chi_0\approx\frac{k_F^2}{2\pi^2}\int_{-1}^{1}\!d\mu\,\frac{q\mu}{\omega-qv_F\mu}
=\frac{k_F^2}{2\pi^2v_F}\int_{-1}^{1}\!d\mu\,\frac{s\mu}{1-s\mu}.
\]

Writing \(s\mu/(1-s\mu)=-1+1/(1-s\mu)\) gives, for \(s<1\),

\[
\chi_0\approx\frac{k_F^2}{\pi^2v_F}\left(\frac{\operatorname{artanh}s}{s}-1\right).
\]

The leading term found before can be written \(nq^2/(\eta\omega^2)=k_F^2s^2/(3\pi^2v_F)\), since \(n/\eta=k_F^2v_F/(3\pi^2)\). The ratio of the two is

\[
R(s)=\frac3{s^2}\left(\frac{\operatorname{artanh}s}{s}-1\right)
=1+\tfrac35s^2+\tfrac37s^4+\cdots .
\]

At \(s=0.5\) and \(\beta=1\) the formula gives 1.1833 and the integration with Dirac spinors gives 1.1831. The response thus exceeds its leading term by about 18 percent there.

In this approximation the zero of \(\varepsilon\) satisfies \(\omega^2=\omega_p^2R(s)\). To first order in \(q^2\) we may replace \(\omega\) by \(\omega_p\) inside \(s\), so

\[
\omega^2\approx\omega_p^2+\tfrac35v_F^2q^2 .
\]

**Q.** Is the coefficient really three fifths when recoil is retained?

**A.** Not quite. Recoil and overlap change the \(1/\omega^2\) part of \(\chi_0\) by a relative amount of order \(q^2/c^2\) when \(\beta\) is near one. This shifts \(\omega^2\) by an amount of order \(\omega_p^2q^2/c^2\). Compared with \(v_F^2q^2\), its size is

\[
\frac{\omega_p^2}{c^2v_F^2}
=\frac{7.723\times10^5}{(137.036)^2\,(0.7071\times137.036)^2}
\approx0.004 .
\]

The slope between the two computed zeros, which still contains a small \(q^4\) contribution, is 0.5994, lower than 0.6 by about 0.1 percent. The estimate allows a shift of this size, but I have not derived its numerical factor.

**Q.** And if I send the frequency to zero first?

**A.** You get screening, not a plasma oscillation. For \(s\to\infty\) the integrand \(s\mu/(1-s\mu)\) tends to \(-1\), with the pole near \(\mu=0\) giving no contribution in the limit. Hence

\[
\chi_0\to-\frac{k_F^2}{\pi^2v_F},\qquad
\varepsilon\to1+\frac{k_s^2}{q^2},\qquad
k_s^2=\frac{4k_F^2}{\pi v_F}=\frac{4k_F\eta}{\pi}.
\]

The last step uses \(v_F=k_F/\eta\). At equal density, relativity multiplies the squared screening wave number by \(\eta\), while it divides the squared plasma frequency by \(\eta\). Lower Fermi velocity means more states per unit energy, which helps static screening, but less current for a given displacement of the Fermi sphere, which slows the oscillation.

**Q.** I have a deeper objection. The Dirac Hamiltonian is linear in momentum, so its second derivative is zero. Where did an inverse mass come from?

**A.** From the projection. For a positive-energy state at \(\mathbf k\), shifting the momentum changes the unprojected Hamiltonian by

\[
h(\mathbf k+\mathbf q)-h(\mathbf k)=c\,\boldsymbol\alpha\cdot\mathbf q,
\]

whose expectation value is \(\mathbf q\cdot\mathbf v\). Evaluate the same expectation value by inserting all states at \(\mathbf k+\mathbf q\). Positive-energy states have total weight \(F\) and energy change \(\Delta\). Negative-energy states have weight \(1-F\) and energy change \(-S\), where \(S=E_{\mathbf k}+E_{\mathbf k+\mathbf q}\). Therefore

\[
F\Delta-(1-F)S=\mathbf q\cdot\mathbf v .
\]

No expansion in \(q\) was made. The right side vanishes on averaging over the Fermi sphere, so the mean of \(F\Delta\) equals the mean of \((1-F)S\). To order \(q^2\), the latter integrand is

\[
(1-F)S\approx\frac{c^2q^2}{2E}\left(1-\frac{v^2\mu^2}{c^2}\right)
=\tfrac12q^2\partial_z^2E .
\]

The inverse mass thus measures the coupling to the states that the projection removes. The identity was also tested numerically at \(q=0.7c\), far outside the small-\(q\) regime.

**Q.** That sounds like trouble. If pairs are restored, do they cancel the plasma frequency?

**A.** At the densities computed here (\(\beta\le5\)) they do not, because they respond at a much higher frequency. With a filled negative-energy sea, the electrons of the gas block some vacuum pair transitions. Relative to the vacuum, a transition from negative energy at \(\mathbf k\) to positive energy at \(\mathbf k+\mathbf q\) changes its occupation factor by \(-f_{\mathbf k+\mathbf q}\). The reverse ordering contributes \(+f_{\mathbf k}\), with energy difference \(-S\). The same relabelling as before gives

\[
\begin{aligned}
\chi_{\rm b}&=2\int\!\frac{d^3k}{(2\pi)^3}f_{\mathbf k}(1-F)
\left[\frac1{\omega+S}-\frac1{\omega-S}\right]\\
&=2\int\!\frac{d^3k}{(2\pi)^3}f_{\mathbf k}(1-F)\frac{2S}{S^2-\omega^2}.
\end{aligned}
\]

For \(\omega\) far above all the pair energies this becomes negative and, by the identity, cancels the \(1/\omega^2\) tail of the no-pair response. For \(\omega\ll2c^2\) it is instead a small positive constant times \(q^2\). In our example \(\omega_p/(2c^2)\approx0.023\), so the second regime applies. The ratio grows with density, as \(\beta\sqrt{\alpha/3\pi}\) for \(\beta\gg1\), and reaches one near \(\beta\approx36\). The low-frequency estimate below is therefore meant for \(\beta\) well under that value; beyond it, \(\chi_{\rm b}\) cannot be treated apart from the vacuum term.

**Q.** How large is that constant?

**A.** Define \(\delta=(4\pi/q^2)\chi_{\rm b}\) for \(q\to0\). At low frequency \(2S/(S^2-\omega^2)\approx2/S\approx1/E\). Insert the expansion of \(1-F\), average \(\mu^2\) to \(1/3\), and use \(2\,d^3k/(2\pi)^3\to k^2dk/\pi^2\):

\[
\delta\approx\frac{c^2}{\pi}\int_0^{k_F}\!dk\,\frac{k^2}{E^3}
\left(1-\frac{c^2k^2}{3E^2}\right).
\]

With \(k=c\sinh t\) and \(E=c^2\cosh t\), this becomes

\[
\delta\approx\frac\alpha\pi\int_0^{\operatorname{arsinh}\beta}\!dt
\left(\tanh^2t-\tfrac13\tanh^4t\right).
\]

The antiderivatives are \(t-\tanh t\) and \(t-\tanh t-\tfrac13\tanh^3t\), and \(\tanh t=\beta/\eta\) at the upper limit. Thus

\[
\delta\approx\frac\alpha\pi\left[\frac23\left(\operatorname{arsinh}\beta-\frac\beta\eta\right)
+\frac{\beta^3}{9\eta^3}\right].
\]

The dielectric function is now \(1-\omega_p^2/\omega^2-\delta\), so \(\omega^2=\omega_p^2/(1-\delta)\). At \(\beta=1\), \(\delta=3.61\times10^{-4}\), and the shifted numerical zero gives the same value to these digits. Blocking raises the frequency by about \(\delta/2\), or 0.02 percent. Vacuum polarization itself is not included in this estimate.

**Q.** Then may I call \(4\pi n/\eta\) the true plasma frequency, apart from pairs?

**A.** No; it is the RPA value. In the nonrelativistic gas the total current is the total momentum divided by \(m\). Coulomb collisions conserve momentum, and so cannot alter the uniform current. Here even a free electron has velocity \(c^2\mathbf k/E_k\), which is not proportional to \(\mathbf k\). Two electrons can scatter with their total momentum conserved and their total velocity changed. The nonrelativistic protection of the long-wavelength frequency is therefore absent, and exchange and correlation may shift it. Their size has not been calculated here, so the agreement to many digits above measures the accuracy of the RPA evaluation, not that of the RPA.

## Computed values

```
WORKED EXAMPLE, Hartree atomic units
beta = k_F/c: 1.0 (dimensionless)
speed of light c: 137.035999 a.u.
Fermi wave number k_F: 137.0360 bohr^-1
density n: 86912.7 bohr^-3
density parameter r_s: 0.014005 bohr
eta: 1.414214 (dimensionless)
1/eta: 0.707107 (dimensionless)
1/sqrt(eta): 0.840896 (dimensionless)
Fermi velocity v_F/c: 0.707107 (dimensionless)
nonrelativistic 4 pi n: 1.09218e+06 hartree^2
no-pair 4 pi n/eta: 772285 hartree^2
nonrelativistic plasma energy: 1045.0725 hartree
no-pair plasma energy, formula: 878.7978 hartree
no-pair plasma energy, extrapolated: 878.7977 hartree
no-pair plasma energy: 23.9133 keV
MEAN INVERSE MASS, units of 1/m
from eigenvalue curvature: 0.707101
from 2/(3 gamma)+1/(3 gamma^3): 0.707107
mean of 1/gamma alone: 0.799260
FINITE WAVE NUMBER
larger q: 0.362768 bohr^-1
omega^2/omega_p^2 at q: 1.00095895
omega^2/omega_p^2 at q/2: 1.00023970
ratio of the two deviations: 4.0006
extrapolated omega^2/omega_p^2: 0.99999996
same with overlap F=1: 0.99999996
coefficient of v_F^2 q^2: 0.59937 (dimensionless)
response/leading term at q v_F/omega=0.5: 1.18314
logarithmic formula for that ratio: 1.18335
BLOCKED PAIRS, dimensionless
delta from shifted zero: 3.61244e-04
delta from low-frequency formula: 3.61109e-04
REDUCTION OF SQUARED PLASMA FREQUENCY, dimensionless
beta     eta       computed ratio   1/eta
0.1   1.004988   0.9950371   0.9950372
0.5   1.118034   0.8944272   0.8944272
1.0   1.414214   0.7071068   0.7071068
2.0   2.236068   0.4472136   0.4472136
5.0   5.099020   0.1961161   0.1961161
```
